# Thickness at Which a Magnetic Film Switches from Perpendicular to In-Plane: a program that tests the result

```python
"""Thickness at which a magnetic film changes its preferred direction.

Result under test: t_c = K_i / (mu0 M^2 / 2 - K_v).
K_i : interface anisotropy, total of both faces (mJ/m^2), > 0 favours normal
K_v : bulk uniaxial anisotropy (MJ/m^3), > 0 favours normal
M   : saturation magnetization (A/m);  A : exchange stiffness (pJ/m)
theta : angle between magnetization and film normal
With finite A and K_i on one face, q = sqrt(K_d/A), K_d = mu0 M^2/2 - K_v:
normal state stable up to arctan(K_i/(A q))/q,
in-plane state stable from artanh(K_i/(A q))/q.
Lengths are in nm, so MJ/m^3 * nm = mJ/m^2 and pJ/m = MJ/m^3 * nm^2.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

M = 1.2e6
K_i = 1.3
A = 15.0
K_v_example = 0.2
shape = 0.5 * mu_0 * M**2 / 1e6


def critical_thickness(interface, bulk):
    return interface / (shape - bulk)


# Demagnetizing factors of a square plate from the Coulomb-like energy
# of the surface charges +M and -M on opposite faces.
nodes, weights = np.polynomial.legendre.leggauss(24)
azimuths = (nodes + 1) * np.pi / 8
azimuth_weights = weights * np.pi / 8


def factor_normal(width, t):
    total = 0.0
    for phi, weight in zip(azimuths, azimuth_weights):
        c, s = np.cos(phi), np.sin(phi)

        def integrand(r):
            distance = np.sqrt(r * r + t * t)
            kernel = t * t / (distance * (distance + r))
            return (width - r * c) * (width - r * s) * kernel

        total += weight * quad(integrand, 0, width / c,
                               points=[t, 10 * t], limit=200)[0]
    return 8 * total / (2 * np.pi * width**2 * t)


def factor_in_plane(width, t):
    def strip(a):
        return t * np.arcsinh(t / a) - t * t / (np.sqrt(a * a + t * t) + a)

    def integrand(y):
        return (width - y) * (strip(y) - strip(np.hypot(y, width)))

    value = quad(integrand, 0, width, points=[t, 10 * t], limit=200)[0]
    return 4 * value / (2 * np.pi * width**2 * t)


def plate_energy(theta, width, t, interface, bulk):
    """Energy per area (mJ/m^2) of a uniformly magnetized square plate."""
    n_z, n_x = factor_normal(width, t), factor_in_plane(width, t)
    cos2, sin2 = np.cos(theta)**2, np.sin(theta)**2
    magnetostatic = shape * t * (n_z * cos2 + n_x * sin2)
    return magnetostatic - (interface + bulk * t) * cos2


def energy_difference(width, t, interface, bulk):
    """In-plane energy minus normal energy, per area."""
    normal, plane = plate_energy(np.array([0, np.pi / 2]), width, t,
                                 interface, bulk)
    return plane - normal


def plate_crossing(width, bulk):
    return brentq(lambda t: energy_difference(width, t, K_i, bulk), 1.0, 4.0)


wide = 1.0e5
small = 50.0
t_c = critical_thickness(K_i, 0.0)
t_c_bulk = critical_thickness(K_i, K_v_example)

for width, t in [(small, 2.0), (1000.0, 2.0), (wide, 2.0)]:
    trace = factor_normal(width, t) + 2 * factor_in_plane(width, t)
    assert abs(trace - 1) < 1e-6
# The remaining difference is the edge effect of a plate of finite width.
assert abs(plate_crossing(wide, 0.0) / t_c - 1) < 5e-4
assert abs(plate_crossing(wide, K_v_example) / t_c_bulk - 1) < 5e-4

# Preferred angle found by scanning all angles.
angles = np.linspace(0, np.pi / 2, 181)


def preferred_degrees(t, interface, bulk):
    energies = plate_energy(angles, wide, t, interface, bulk)
    return np.degrees(angles[np.argmin(energies)])


assert preferred_degrees(0.99 * t_c, K_i, 0.0) < 0.1
assert preferred_degrees(1.01 * t_c, K_i, 0.0) > 89.9
for t in (0.5, 2.0, 10.0, 50.0):
    assert preferred_degrees(t, K_i, 1.2 * shape) < 0.1
    assert preferred_degrees(t, -K_i, 0.0) > 89.9

thicknesses = [1.0, 1.2, 1.4, 1.6, 2.0]
differences = [K_i - shape * t for t in thicknesses]
for t, difference in zip(thicknesses, differences):
    assert abs(difference - energy_difference(wide, t, K_i, 0.0)) < 1e-3

t_small = plate_crossing(small, 0.0)
n_z_small = factor_normal(small, t_small)
n_x_small = factor_in_plane(small, t_small)
assert t_small > t_c


# Magnetization free to vary through the thickness, K_i on the face z = 0.
def lowest_curvature(t, sign, stiffness):
    """sign +1: about the normal state; sign -1: about the in-plane state."""
    cells = 200
    h = t / cells
    cell_share = np.full(cells + 1, h)
    cell_share[[0, -1]] = h / 2
    diagonal = np.full(cells + 1, 2 * stiffness / h)
    diagonal[[0, -1]] = stiffness / h
    diagonal -= sign * shape * cell_share
    diagonal[0] += sign * K_i
    off_diagonal = np.full(cells, -stiffness / h)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def stability_limits(stiffness):
    q = np.sqrt(shape / stiffness)
    ratio = K_i / (stiffness * q)
    return np.arctan(ratio) / q, np.arctanh(ratio) / q


for stiffness in (A, 10 * A):
    for sign, formula in zip((1, -1), stability_limits(stiffness)):
        numerical = brentq(lowest_curvature, 0.5 * t_c, 1.5 * t_c,
                           args=(sign, stiffness))
        assert abs(numerical / formula - 1) < 1e-4
t_1, t_2 = stability_limits(A)
stiff_1, stiff_2 = stability_limits(10 * A)
assert t_1 < stiff_1 < t_c < stiff_2 < t_2


def relaxed_profile(t):
    cells = 20
    h = t / cells
    cell_share = np.full(cells + 1, h)
    cell_share[[0, -1]] = h / 2

    def energy_and_gradient(theta):
        step = np.diff(theta)
        energy = (A * np.sum(step**2) / h
                  + shape * np.sum(cell_share * np.cos(theta)**2)
                  + K_i * np.sin(theta[0])**2)
        gradient = -shape * cell_share * np.sin(2 * theta)
        gradient[0] += K_i * np.sin(2 * theta[0])
        gradient[:-1] -= 2 * A * step / h
        gradient[1:] += 2 * A * step / h
        return energy, gradient

    result = minimize(energy_and_gradient, np.full(cells + 1, 0.6),
                      jac=True, method="BFGS",
                      options={"gtol": 1e-8, "maxiter": 5000})
    assert np.max(np.abs(result.jac)) < 1e-5
    return np.degrees(result.x), result.fun


below, _ = relaxed_profile(0.94 * t_c)
above, _ = relaxed_profile(1.06 * t_c)
tilted, tilted_energy = relaxed_profile(t_c)
assert 0.94 * t_c < t_1 and 1.06 * t_c > t_2
assert np.max(np.abs(below)) < 0.1
assert np.max(np.abs(above - 90)) < 0.1
uniform_energy = min(shape * t_c, K_i)
energy_gain = uniform_energy - tilted_energy
assert energy_gain > 0.005
assert 30 < tilted[0] < tilted[-1] < 60

q = np.sqrt(shape / A)
print(f"saturation magnetization M = {M / 1e6:.2f} MA/m")
print(f"interface anisotropy K_i = {K_i:.2f} mJ/m^2")
print(f"exchange stiffness A = {A:.1f} pJ/m")
print(f"magnetic constant mu0 = {mu_0:.6e} T m/A")
print(f"shape energy density mu0 M^2/2 = {shape:.4f} MJ/m^3")
print(f"critical thickness t_c, K_v = 0: {t_c:.4f} nm")
print(f"critical thickness t_c, K_v = 0: {t_c * 10:.3f} angstrom")
print("in-plane minus normal energy per area, and K_eff:")
for t, difference in zip(thicknesses, differences):
    print(f"  t = {t:.1f} nm: {difference:+.4f} mJ/m^2, "
          f"K_eff = {difference / t:+.4f} MJ/m^3")
print(f"bulk anisotropy in second case K_v = {K_v_example:.2f} MJ/m^3")
print(f"critical thickness in second case = {t_c_bulk:.4f} nm")
print(f"wide test plate: width = {wide / 1000:.0f} micrometre")
print(f"wide test plate: crossing, K_v = 0: "
      f"{plate_crossing(wide, 0.0):.4f} nm")
print(f"wide test plate: crossing, second case: "
      f"{plate_crossing(wide, K_v_example):.4f} nm")
print(f"small square: width = {small:.0f} nm")
print(f"small square: crossing thickness = {t_small:.4f} nm")
print(f"small square: N_z = {n_z_small:.4f} (no unit)")
print(f"small square: N_x = {n_x_small:.4f} (no unit)")
print(f"length 1/q = {1 / q:.4f} nm")
print(f"ratio K_i/(A q) = {K_i / (A * q):.4f} (no unit)")
print(f"normal state stable up to t_1 = {t_1:.4f} nm")
print(f"in-plane state stable from t_2 = {t_2:.4f} nm")
print(f"width of tilted window t_2 - t_1 = {t_2 - t_1:.4f} nm")
print(f"limits for 10 times larger A: {stiff_1:.4f} nm, {stiff_2:.4f} nm")
print(f"at t_c: angle at anisotropic face = {tilted[0]:.2f} degrees")
print(f"at t_c: angle at opposite face = {tilted[-1]:.2f} degrees")
print(f"at t_c: energy gain by tilting = {energy_gain:.4f} mJ/m^2")
print("every check passed")
```

It prints:

```
saturation magnetization M = 1.20 MA/m
interface anisotropy K_i = 1.30 mJ/m^2
exchange stiffness A = 15.0 pJ/m
magnetic constant mu0 = 1.256637e-06 T m/A
shape energy density mu0 M^2/2 = 0.9048 MJ/m^3
critical thickness t_c, K_v = 0: 1.4368 nm
critical thickness t_c, K_v = 0: 14.368 angstrom
in-plane minus normal energy per area, and K_eff:
  t = 1.0 nm: +0.3952 mJ/m^2, K_eff = +0.3952 MJ/m^3
  t = 1.2 nm: +0.2143 mJ/m^2, K_eff = +0.1786 MJ/m^3
  t = 1.4 nm: +0.0333 mJ/m^2, K_eff = +0.0238 MJ/m^3
  t = 1.6 nm: -0.1476 mJ/m^2, K_eff = -0.0923 MJ/m^3
  t = 2.0 nm: -0.5096 mJ/m^2, K_eff = -0.2548 MJ/m^3
bulk anisotropy in second case K_v = 0.20 MJ/m^3
critical thickness in second case = 1.8446 nm
wide test plate: width = 100 micrometre
wide test plate: crossing, K_v = 0: 1.4370 nm
wide test plate: crossing, second case: 1.8450 nm
small square: width = 50 nm
small square: crossing thickness = 1.6533 nm
small square: N_z = 0.9127 (no unit)
small square: N_x = 0.0436 (no unit)
length 1/q = 4.0717 nm
ratio K_i/(A q) = 0.3529 (no unit)
normal state stable up to t_1 = 1.3813 nm
in-plane state stable from t_2 = 1.5013 nm
width of tilted window t_2 - t_1 = 0.1201 nm
limits for 10 times larger A: 1.4309 nm, 1.4428 nm
at t_c: angle at anisotropic face = 44.29 degrees
at t_c: angle at opposite face = 46.07 degrees
at t_c: energy gain by tilting = 0.0135 mJ/m^2
every check passed
```
